# Hierarchical Composites That Realize Symmetric Bruggeman Theory in a Limit

## A host that does not change

Take a porous glass film with glass permittivity $\varepsilon_1=2.9$, pore permittivity $\varepsilon_2=1$ and pore fraction $f=0.30$. The symmetric Bruggeman value $\varepsilon_B$ is the positive root of

$$(1-f)\,\beta_1+f\,\beta_2=0,\qquad \beta_i=\frac{\varepsilon_i-\varepsilon}{\varepsilon_i+2\varepsilon}. \tag{1}$$

Multiplying by both denominators and collecting powers of $\varepsilon$ gives

$$2\varepsilon^2-B\varepsilon-\varepsilon_1\varepsilon_2=0,\qquad B=(2-3f)\varepsilon_1+(3f-1)\varepsilon_2 .$$

Here $B=1.1\times2.9-0.1=3.09$, so $\varepsilon_B=\tfrac14\left(B+\sqrt{B^2+8\varepsilon_1\varepsilon_2}\right)=2.203$.

Suppose a uniform host already has this permittivity. Replace a small fraction $\delta$ of it by well-separated spheres, three tenths pores and seven tenths glass by volume. As derived below, a small fraction $p$ of spheres changes the host by the relative amount $3p\beta_i$. Here $3\beta_2=-0.668$ and $3\beta_1=0.286$, so the total change is

$$\delta\,(0.30\times(-0.668)+0.70\times0.286)=0$$

to the digits shown. To first order in $\delta$, the host keeps its permittivity while its material is replaced by glass and pores in the right proportion.

This suggests a counter-example to the claim that Bruggeman theory is merely an interpolation with no microstructure behind it. Repeat the replacement, each time with spheres much larger than all earlier structure. It remains to show that the process reaches $\varepsilon_B$ when it starts from glass and pores alone.

## The counter-example in full

The fields are quasistatic and the phases are linear, isotropic and lossless. In Gaussian atomic units $4\pi\varepsilon_0=1$; all permittivities are relative.

**One level.** Coat a core $\varepsilon_i$ with host $\varepsilon$. Let the outer radius be 1 and the core occupy the volume fraction $p$, so its radius is $p^{1/3}$. For a unit applied field the potential is $-\cos\theta$ times

$$Ar\ \text{(core)},\qquad Fr+\frac{C}{r^2}\ \text{(coating)},\qquad r\ \text{(outside)}.$$

The outside form has no dipole term: we seek the outer permittivity $\varepsilon'$ for which the coated sphere is invisible. Continuity of potential and normal displacement at the core gives

$$A=F+\frac{C}{p},\qquad \varepsilon_iA=\varepsilon\left(F-\frac{2C}{p}\right).$$

Eliminating $A$ gives $(\varepsilon_i+2\varepsilon)C/p=-(\varepsilon_i-\varepsilon)F$, hence $C=-p\beta_iF$. At the outer surface $F+C=1$ and $\varepsilon(F-2C)=\varepsilon'$. Dividing the second by the first,

$$\varepsilon'=\varepsilon\,\frac{1+2p\beta_i}{1-p\beta_i}
=\varepsilon\left(1+\frac{3p\beta_i}{1-p\beta_i}\right). \tag{2}$$

For small $p$ this is the relative change $3p\beta_i$ used above.

Now pack space with such coated spheres of many sizes, all with the same $p$, and fill the leftover volume fraction $v$ with host. With applied field $\mathbf E$, use as trial potential the solution above inside each sphere and $-\mathbf E\cdot\mathbf r$ in the gaps. It is continuous. Since the true potential minimizes the energy at given boundary potential,

$$\varepsilon_{\rm eff}\le(1-v)\varepsilon'+v\varepsilon .$$

Next use as trial displacement the solution inside each sphere and $\varepsilon'\mathbf E$ in the gaps. Its normal component is continuous. The true displacement minimizes the integral of $D^2$ divided by the local permittivity at given boundary flux, so

$$\frac1{\varepsilon_{\rm eff}}\le\frac{1-v}{\varepsilon'}+\frac v\varepsilon .$$

Both bounds tend to $\varepsilon'$ as $v\to0$, for every field direction. Equation (2) therefore holds at finite $p$, with interactions between spheres included.

**The recipe.** The seed is a packing of pore cores with glass coatings and pore fraction $f$. For the film, $\beta_2=(1-2.9)/(1+5.8)=-0.279$ with glass as host, and (2) gives 2.227.

Then add levels in pairs: first glass cores with fraction $a$, then pore cores with fraction $b$, always coated with the composite made so far. Choose

$$b=f\delta,\qquad 1-a=\frac{1-\delta}{1-f\delta}. \tag{3}$$

The pore fraction after one pair is

$$f(1-a)(1-b)+b=f(1-\delta)+f\delta=f .$$

It is thus the same after every complete pair, while the seed's share of the volume is multiplied by $1-\delta$. For $\delta=0.1$, equation (3) gives $a=0.0722$ and $b=0.0300$.

Iterating (2) from 2.2271 gives these limits:

| $\delta$ | limiting permittivity | minus $\varepsilon_B$ |
|---|---|---|
| 0.5 | 2.2121 | $8.9\times10^{-3}$ |
| 0.1 | 2.2046 | $1.4\times10^{-3}$ |
| 0.02 | 2.2034 | $2.8\times10^{-4}$ |
| 0.002 | 2.2032 | $2.7\times10^{-5}$ |

The composition is 30 % pores in the seed and after every complete pair. The permittivity moves from the coated-sphere value to the Bruggeman value because the geometry changes.

## The general statement

Let $\varepsilon_1,\varepsilon_2>0$ and $0<f<1$. The hierarchy defined by (3) has an effective permittivity that tends to $\varepsilon_B$ when the limits are taken in this order: infinite size ratio between levels, complete packing ($v\to0$) in each level, infinitely many levels, then $\delta\to0$. The geometry does not depend on $\varepsilon_1$ or $\varepsilon_2$.

The last sentence carries the content. Matching one number at one contrast would say little; here one family of geometries reproduces the whole function $\varepsilon_B(\varepsilon_1,\varepsilon_2)$. The agreement is exact only in the limit; a finite hierarchy generally has an offset, as the table shows.

## Proof

**Separated scales.** We need the earlier composite to act as a uniform host in the next level. Having effective permittivity $\varepsilon$ means that a block much larger than the structure has energy density proportional to $\varepsilon E^2$ under a linear boundary potential, and to $D^2/\varepsilon$ under uniform boundary flux. The two trial fields above establish both properties for a packed block.

Take the coarse solution for a uniform host and approximate its potential by a continuous one that is linear in small tetrahedra. In each host tetrahedron, insert the fine composite's own solution with that linear boundary potential. When the fine structure is much smaller than the tetrahedra, the energy tends to the uniform-host value, which bounds the true energy from above. Doing the same with a displacement that is constant in each tetrahedron and has continuous normal component gives the matching bound from the other side. The composite therefore acts as a uniform host in the limit.

A two-dimensional field calculation illustrates the approach. With phases 10 and 1 and eight grid cells per fine period, replacing the resolved fine structure by a uniform host caused an error, relative to the uniform-host result, of 0.15 % when the coarse cell held 2 fine periods per side, and 0.013 % when it held 32. The grid is coarse: refining it lowers the first value to 0.09 % (64 cells per period) and the second to 0.009 % (16 cells per period). These numbers show that the error falls as the scales separate, not its accurate size.

**Each level is an increasing map.** Multiplying numerator and denominator of (2) by $\varepsilon_i+2\varepsilon$,

$$\varepsilon'=\frac{(1+2p)\varepsilon_i\varepsilon+2(1-p)\varepsilon^2}{(1-p)\varepsilon_i+(2+p)\varepsilon}.$$

By the quotient rule, the numerator of $d\varepsilon'/d\varepsilon$ is

$$(1+2p)(1-p)\varepsilon_i^2+4(1-p)^2\varepsilon_i\varepsilon+2(1-p)(2+p)\varepsilon^2>0 ,$$

because the two terms $(1+2p)(2+p)\varepsilon_i\varepsilon$ cancel. The map leaves $\varepsilon=\varepsilon_i$ fixed, and $\varepsilon'-\varepsilon$ has the sign of $\varepsilon_i-\varepsilon$. Hence $\varepsilon'$ lies between $\varepsilon$ and $\varepsilon_i$.

The map $T$ for a pair of levels is thus increasing and takes the interval $I$ between $\varepsilon_1$ and $\varepsilon_2$ into itself. If the first step goes down, monotonicity makes every later step go down or vanish; likewise for up. The sequence is monotone and bounded, so it converges, and by continuity its limit is a fixed point of $T$.

**Every fixed point is near $\varepsilon_B$.** From (3), $a=(1-f)\delta/(1-f\delta)=(1-f)\delta+O(\delta^2)$. Expanding the two steps,

$$T(\varepsilon)=\varepsilon+\delta\,g(\varepsilon)+O(\delta^2),\qquad g=3\varepsilon S,\qquad S=(1-f)\beta_1+f\beta_2 .$$

The remainder is at most $K\delta^2$ on $I$, with $K$ independent of $\varepsilon$. At a fixed point, therefore, $|g|\le K\delta$. Moreover

$$\frac{d\beta_i}{d\varepsilon}=\frac{-(\varepsilon_i+2\varepsilon)-2(\varepsilon_i-\varepsilon)}{(\varepsilon_i+2\varepsilon)^2}=-\frac{3\varepsilon_i}{(\varepsilon_i+2\varepsilon)^2}<0 .$$

So $S$ falls strictly. For unequal phases it is positive at the lower end of $I$ and negative at the upper end, so it has one root there, $\varepsilon_B$. If $m>0$ is the smallest value of $|dS/d\varepsilon|$ on $I$, and $\varepsilon_{\min}$ the smaller phase permittivity, a fixed point $\varepsilon_*$ obeys

$$|\varepsilon_*-\varepsilon_B|\le\frac{K\delta}{3\varepsilon_{\min}m}.$$

This vanishes with $\delta$, which completes the proof. Equal phases are trivial.

The constants depend on the contrast but the geometry does not. With $f=0.30$, $\delta=0.002$ and $\varepsilon_2=1$ held fixed, the same recipe gave 7.365 for $\varepsilon_1=12$ and 55.85 for $\varepsilon_1=100$, equal to the Bruggeman values to those digits. The proof is for lossless phases. One lossy case, $\varepsilon_1=3+0.5i$, also agreed, at $2.265+0.298i$.

## Speed of approach and the percolation limit

Let $e^{-\tau}$ be the seed's remaining share. One pair advances $\tau$ by $-\ln(1-\delta)=\delta+O(\delta^2)$, so for small $\delta$ the recursion becomes $d\varepsilon/d\tau=g(\varepsilon)$. Near $\varepsilon_B$, where $S=0$, deviations decay as $e^{-\lambda\tau}$ with

$$\lambda=-3\varepsilon_B\frac{dS}{d\varepsilon}=9\varepsilon_B\left\langle\frac{\varepsilon_i}{(\varepsilon_i+2\varepsilon_B)^2}\right\rangle ,$$

where the average uses the volume fractions. Define $x_i=3\varepsilon_B/(\varepsilon_i+2\varepsilon_B)$, the field inside an isolated sphere divided by the host field. Then $\varepsilon_i/(\varepsilon_i+2\varepsilon_B)=1-2x_i/3$, so $\lambda=3\langle x\rangle-2\langle x^2\rangle$. Since $\beta_i=1-x_i$, equation (1) says $\langle x\rangle=1$. Therefore

$$\lambda=3-2\langle x^2\rangle=1-2\,{\rm Var}(x).$$

Unequal fields in the two kinds of grain slow the approach. For the film $\lambda=0.958$.

At $f=2/3$ with $\varepsilon_2\to0$, $B=\varepsilon_2$ and the root behaves as $\sqrt{\varepsilon_1\varepsilon_2/2}$. It is much larger than $\varepsilon_2$ and much smaller than $\varepsilon_1$, so $x_2\to3/2$, $x_1\to0$ and $\lambda\to3-2\cdot\tfrac23\cdot\tfrac94=0$. At a contrast of 1000 the recursion gave 0.126, as the formula does. The exponential approach is lost at the percolation threshold. The error bound in the proof also diverges as $\varepsilon_{\min}\to0$, but it does so for every $f$ and does not mark the threshold.

## What this means for a porous film

Realizability does not make (1) a prediction for every material with the same porosity. A cubic array of spherical pores at $f=0.30$ has a permittivity between 2.22 and 2.23 (a direct field solution on a coarse voxel grid gives 2.222, which is low in the third decimal; the multipole series for this lattice gives about 2.2255), closer to the glass-coated value 2.227 than to 2.203. Exchanging core and coating at the same composition gives 2.118. Geometry decides which value applies.

The inputs are rough typical values for a porous organosilicate interlayer film: 2 nm pores, 100 nm thickness, 20 nm line spacing and 1 V. Such a film breaks the assumption of separated scales. The line spacing is only 10 times the pore size. Even the thickness is only 50 times the pore size, or 1.7 decades, room for one size step of ten, whereas the recipe with $\delta=0.1$ needs 38 levels beyond the seed to come within 0.005 of $\varepsilon_B$. Using Bruggeman theory there is a modelling choice, and the coated-sphere values above differ from each other by 0.11. Other neglected effects are of similar size or larger. Water filling 1 % of the volume, treated as a third Bruggeman phase with its bulk permittivity of 80, adds 0.08. This number depends strongly on where the water sits. Applying (2) inside each pore and then (1), the same volume adds 0.05 as a droplet in the pore and 0.66 as a continuous shell on the pore wall. The shell is a formal extreme, since it is only 0.01 nm thick. Damaged sidewalls 2 nm thick on each side, with permittivity 4, in series with the film, add 0.22. Enlarging the pore radius by 0.08 nm, about half a Si–O bond, raises the porosity to 0.38 for a fixed number of non-overlapping pores and, with the glass permittivity held at 2.9, lowers the permittivity by 0.17 (randomly overlapping pores give 0.36 and 0.13). This describes a real removal of glass. Merely redefining the boundary keeps the same atoms: conserving their polarizability by the Clausius–Mossotti relation raises the glass permittivity to about 3.3, and the Bruggeman value then moves by only about $+0.04$. By contrast, the mean field between the lines, 0.50 MV/cm, is only about 10 % of a rough breakdown field of 5 MV/cm. At 1 GHz the phase change of a wave across the film is about $3\times10^{-6}$ rad, so the quasistatic assumption is safe. For these inputs, sidewall damage and a real change of the pore radius by 0.08 nm matter more than the choice between the mixing rules compared here, and the effect of absorbed water can be smaller or larger depending on where it sits. The remaining values are in the numerical output.

## Computed values

```
inputs: glass 2.9, pore 1.0, porosity 0.3 (relative)
Bruggeman permittivity                    2.2031
coated spheres, glass outside (upper)     2.2271
coated spheres, pore phase outside (lower) 2.1176
width between the two bounds              0.1095
pore spheres: relative change per fraction, field solution -0.6694, formula -0.6676
glass spheres: relative change per fraction, field solution 0.2865, formula 0.2861
weighted sum of the two field solutions   -0.0003
cubic pore array, field solution          2.2219 (sampled porosity 0.3000)
2D two-scale test: phases 10 and 1, fine composite 6.3441
  period ratio  2: error of uniform host 0.1467 %
  period ratio  4: error of uniform host 0.0639 %
  period ratio  8: error of uniform host 0.0389 %
  period ratio 16: error of uniform host 0.0232 %
  period ratio 32: error of uniform host 0.0130 %
delta 0.1: glass added 0.07216, pores added 0.03000 per pair
  delta 0.500: limit 2.212057, minus Bruggeman 8.91e-03
  delta 0.100: limit 2.204589, minus Bruggeman 1.44e-03
  delta 0.020: limit 2.203426, minus Bruggeman 2.77e-04
  delta 0.004: limit 2.203204, minus Bruggeman 5.49e-05
  delta 0.002: limit 2.203176, minus Bruggeman 2.74e-05
same geometry (delta 0.002), other first phases, second phase 1:
  phase 2.90+0.00j: hierarchy 2.2032+0.0000j, Bruggeman 2.2031+0.0000j
  phase 12.00+0.00j: hierarchy 7.3653+0.0000j, Bruggeman 7.3647+0.0000j
  phase 100.00+0.00j: hierarchy 55.8541+0.0000j, Bruggeman 55.8453+0.0000j
  phase 0.01+0.00j: hierarchy 0.0518+0.0000j, Bruggeman 0.0519+0.0000j
  phase 3.00+0.50j: hierarchy 2.2652+0.2979j, Bruggeman 2.2652+0.2979j
  phase 2.00+5.00j: hierarchy 1.8241+2.8928j, Bruggeman 1.8243+2.8926j
decay rate, film: measured 0.9576, formula 0.9575
decay rate, contrast 1000, f = 2/3: measured 0.1255, formula 0.1256
delta 0.1: pairs to come within 0.005     19 (38 levels)
pore 2.0 nm, film 100 nm: size decades 1.70
water (permittivity 80) in 0.01 of volume: change +0.0812
sidewalls 2.0 nm, permittivity 4.0, in 20 nm gap: change +0.2175
pore radius +0.08 nm: porosity 0.3779, change -0.1678
1 V over 20 nm: mean field 0.500, in pore 0.611 MV/cm
pore field / rough breakdown field of 5 MV/cm: 0.122
at 1 GHz, leakage 1e-09 A/cm2: conduction/displacement 1.6e-12
at 1 GHz: wave phase across the film      3.1e-06 rad
```
